\section*{Conductor scaling for apparent surface charges on a spherical cavity}

\section{Problem}

A solute is placed in a spherical cavity of radius $R$. The permittivity is $1$ inside the cavity and $\varepsilon>1$ outside it, and the whole solute charge density $\rho$ lies strictly inside. Atomic units are used, so a charge $q$ has the potential $q/r$. The vacuum potential of the solute is $\Phi$, and $\mathbf n$ is the outward unit normal.

The polarised dielectric acts on the solute like a charge density $\sigma$ spread over the cavity surface, the apparent surface charge. For points $\mathbf s,\mathbf s'$ on the surface, define
\begin{align}
(S\sigma)(\mathbf s)&=\oint\frac{\sigma(\mathbf s')}{|\mathbf s-\mathbf s'|}\,dS',\\
(D\sigma)(\mathbf s)&=\oint\sigma(\mathbf s')\,\partial_{n'}\frac{1}{|\mathbf s-\mathbf s'|}\,dS',
\end{align}
and let $D^*$ be the operator in which the normal derivative is taken at $\mathbf s$ instead of $\mathbf s'$.

The conductor-like screening model, COSMO, first treats the surroundings as a conductor at zero potential, which gives a charge $\sigma^{\rm c}$ with $S\sigma^{\rm c}=-\Phi$. It then multiplies this charge by one number,
\begin{equation}
\sigma\approx\frac{\varepsilon-1}{\varepsilon+x}\,\sigma^{\rm c}.
\label{cosmo}
\end{equation}
Two choices in use are $x=0$ and $x=1/2$.

\begin{enumerate}
\item Find the eigenfunctions and eigenvalues of $S$ and $D$ on the sphere.
\item Find the exact ratio $f_l$ of the dielectric to the conductor surface charge for each angular momentum $l$.
\item What value of $x$ does each $l$ require? Explain the two choices above, and state what each gets wrong.
\item Take $R=4$ bohr. Solute A is a charge $+1$ at $z=2$ bohr from the centre. Solute B has in addition a charge $-1$ at the centre. Compare the exact and COSMO polarisation energies for $\varepsilon=2$ and $\varepsilon=80$.
\end{enumerate}

\section{Hints}

\begin{enumerate}
\item Expand $1/|\mathbf r-\mathbf s'|$ in spherical harmonics. For $D$, write $\mathbf s'\cdot(\mathbf s-\mathbf s')$ in terms of $|\mathbf s-\mathbf s'|^2$, using $|\mathbf s|=|\mathbf s'|=R$.
\item The normal component of the electric displacement is continuous. Find the slope of the potential of $\sigma$ on each side of the surface, and use the fact that $\Phi$ is harmonic outside the cavity.
\item Ask which $l$ is the lowest one present in an ion, and which in a neutral solute.
\item The polarisation energy is half the interaction of the solute with the potential of $\sigma$. On a sphere it is a sum over $l$ without cross terms.
\end{enumerate}

\section{Solution}

\subsection{Eigenvalues of $S$ and $D$}

With $r_<$ and $r_>$ the smaller and larger of $r$ and $R$,
\begin{equation}
\frac1{|\mathbf r-\mathbf s'|}=\sum_{lm}\frac{4\pi}{2l+1}\frac{r_<^l}{r_>^{l+1}}Y_{lm}(\hat{\mathbf r})Y^*_{lm}(\hat{\mathbf s}').
\end{equation}
Take $\sigma=Y_{lm}$ and $dS'=R^2d\Omega'$. Orthonormality keeps one term, and the potential $V$ of this surface charge is
\begin{equation}
V=\frac{4\pi R}{2l+1}Y_{lm}\times
\begin{cases}(r/R)^l,&r\le R,\\(R/r)^{l+1},&r\ge R.\end{cases}
\label{layer}
\end{equation}
At $r=R$ this gives
\begin{equation}
SY_{lm}=\frac{4\pi R}{2l+1}\,Y_{lm}.
\label{seig}
\end{equation}

For $D$, differentiation with respect to $\mathbf s'$ gives
\begin{equation}
\partial_{n'}\frac1{|\mathbf s-\mathbf s'|}=\frac{\mathbf n'\cdot(\mathbf s-\mathbf s')}{|\mathbf s-\mathbf s'|^3},\qquad \mathbf n'=\frac{\mathbf s'}R .
\end{equation}
Since $|\mathbf s-\mathbf s'|^2=2R^2-2\,\mathbf s\cdot\mathbf s'$, we have $\mathbf s'\cdot(\mathbf s-\mathbf s')=\mathbf s\cdot\mathbf s'-R^2=-\tfrac12|\mathbf s-\mathbf s'|^2$. The kernel is therefore $-1/(2R|\mathbf s-\mathbf s'|)$. It is symmetric in $\mathbf s$ and $\mathbf s'$, so the kernel of $D^*$ is the same, and
\begin{equation}
D=D^*=-\frac{S}{2R},\qquad DY_{lm}=-\frac{2\pi}{2l+1}\,Y_{lm}.
\label{deig}
\end{equation}
All three operators are diagonal in the same functions and commute. This is a property of the sphere that the rest of the solution uses.

\subsection{The equation for the surface charge}

The slopes of $V$ at the surface follow from (\ref{layer}). For $\sigma=Y_{lm}$,
\begin{align}
\partial_nV_{\rm out}&=-\frac{4\pi(l+1)}{2l+1}Y_{lm}=\Big(-\frac{2\pi}{2l+1}-2\pi\Big)Y_{lm},\\
\partial_nV_{\rm in}&=\frac{4\pi l}{2l+1}Y_{lm}=\Big(-\frac{2\pi}{2l+1}+2\pi\Big)Y_{lm}.
\end{align}
The first term in each bracket is the eigenvalue of $D^*$. By linearity, for any $\sigma$,
\begin{equation}
\partial_nV_{\rm out}=D^*\sigma-2\pi\sigma,\qquad
\partial_nV_{\rm in}=D^*\sigma+2\pi\sigma .
\label{jump}
\end{equation}

The total potential is $\Phi+V$. The solute charge is inside, so $\Phi$ and its slope are continuous across the surface. Continuity of the normal displacement then reads
\begin{equation}
\varepsilon\,(\partial_n\Phi+D^*\sigma-2\pi\sigma)=\partial_n\Phi+D^*\sigma+2\pi\sigma .
\end{equation}
Collecting terms gives $(\varepsilon-1)(\partial_n\Phi+D^*\sigma)=2\pi(\varepsilon+1)\sigma$. Division by $\varepsilon-1$ yields
\begin{equation}
\Big[2\pi\frac{\varepsilon+1}{\varepsilon-1}-D^*\Big]\sigma=\partial_n\Phi .
\label{field}
\end{equation}

To compare with the conductor, the right-hand side must be expressed through $\Phi$ itself. Outside the charge $\Phi$ is harmonic and decays, so its component of angular momentum $l$ varies as $r^{-(l+1)}$. Writing $\Phi_l$ for that component on the surface,
\begin{equation}
\partial_n\Phi_l=-\frac{l+1}{R}\,\Phi_l .
\label{slope}
\end{equation}
Hence
\begin{equation}
-S\,\partial_n\Phi_l=\frac{4\pi(l+1)}{2l+1}\Phi_l
=\Big(2\pi+\frac{2\pi}{2l+1}\Big)\Phi_l=(2\pi-D)\Phi_l .
\end{equation}
Now apply $S$ to (\ref{field}). Because $S$ commutes with $D^*=D$,
\begin{equation}
\Big[2\pi\frac{\varepsilon+1}{\varepsilon-1}-D\Big]S\sigma=-(2\pi-D)\Phi .
\label{ief}
\end{equation}
This is the integral-equation form of the polarisable continuum model. The confinement of the solute charge enters twice: it lets the response of the dielectric be a surface charge alone, and it gives (\ref{slope}). If an electronic tail reaches past the surface, the dielectric also carries a volume polarisation charge, which (\ref{field}) omits, and $\Phi$ is not harmonic outside, so (\ref{ief}) no longer follows from (\ref{field}). Equation (\ref{ief}) nevertheless keeps its value inside the cavity. For a charge lying outside the sphere, $\Phi_l$ varies as $(r/R)^l$ near the surface. The total potential is $a\,\Phi_l(r/R)^l$ inside and $\Phi_l[(r/R)^l/\varepsilon+c\,(R/r)^{l+1}]$ just outside. The conditions $a=1/\varepsilon+c$ and $a\,l=l-\varepsilon c\,(l+1)$ give $a-1=-(\varepsilon-1)(l+1)/[\varepsilon(l+1)+l]$, the same factor that (\ref{ief}) yields below. So $S\sigma$ from (\ref{ief}) is still the correct reaction potential in the cavity, with $\sigma$ now standing for the surface and volume charge together, whereas (\ref{field}) is not correct. The argument says nothing about the potential outside, where the tail itself sits.

\subsection{The exact ratio}

On the component $l$, the bracket on the left of (\ref{ief}) is the number
\begin{align}
2\pi\Big[\frac{\varepsilon+1}{\varepsilon-1}+\frac1{2l+1}\Big]
&=2\pi\,\frac{(\varepsilon+1)(2l+1)+(\varepsilon-1)}{(\varepsilon-1)(2l+1)}\nonumber\\
&=\frac{4\pi\,[\varepsilon(l+1)+l]}{(\varepsilon-1)(2l+1)} .
\end{align}
The last step uses $(\varepsilon+1)(2l+1)+\varepsilon-1=2\varepsilon(l+1)+2l$. On the right, $2\pi-D$ is $4\pi(l+1)/(2l+1)$. The factor $4\pi/(2l+1)$ cancels, and
\begin{equation}
S\sigma_l=-\frac{(\varepsilon-1)(l+1)}{\varepsilon(l+1)+l}\,\Phi_l .
\end{equation}
The conductor obeys $S\sigma^{\rm c}_l=-\Phi_l$, and the eigenvalue of $S$ is not zero. Dividing numerator and denominator by $l+1$ gives
\begin{equation}
\boxed{\;\sigma_l=f_l\,\sigma_l^{\rm c},\qquad
f_l=\frac{\varepsilon-1}{\varepsilon+x_l},\qquad x_l=\frac{l}{l+1}.\;}
\label{result}
\end{equation}

The same factor follows without $S$ and $D$. Inside, near the surface, the potential is $\Phi_l[(R/r)^{l+1}+b\,(r/R)^l]$; outside it is $a\,\Phi_l(R/r)^{l+1}$. Continuity requires $a=1+b$, and the displacement condition is
\begin{equation}
-\varepsilon(l+1)(1+b)=-(l+1)+l\,b .
\end{equation}
So $b\,[\varepsilon(l+1)+l]=-(\varepsilon-1)(l+1)$, which means $b=-f_l$. For the conductor $a=0$ and $b=-1$, so the ratio is again $f_l$. A numerical solution of the radial dielectric problem tests this: at $\varepsilon=2$ and $l=1$ it gives $0.40000$, as does the formula.

This derivation also shows what $x_l$ means. The reaction potential varies as $r^l$ inside, with logarithmic slope $l/R$, and as $r^{-(l+1)}$ outside, with slope of magnitude $(l+1)/R$. Their ratio is $x_l$. It compares the normal component of the field that the surface charge produces just inside the surface with the one it produces just outside.

Two limits are useful. As $\varepsilon\to\infty$, $f_l\to1$ for every $l$. As $l\to\infty$ at fixed $\varepsilon$, $f_l\to(\varepsilon-1)/(\varepsilon+1)$. In this second limit the eigenvalue of $D$ tends to zero. On a plane the kernel of $D$ vanishes altogether, because $\mathbf s-\mathbf s'$ is perpendicular to the normal, so fine angular detail sees the sphere as flat.

\subsection{What the two choices of $x$ mean}

Equation (\ref{result}) has the COSMO form (\ref{cosmo}) for each $l$ separately, but $x_l$ runs through $0,\tfrac12,\tfrac23,\tfrac34,\dots$ towards $1$. A solute with several values of $l$ has no single $x$ that reproduces its whole surface charge.

The choice $x=0$ is exact for $l=0$, that is, for the net charge of an ion. The surface charge is then uniform and its potential inside is constant. It sends no field back into the cavity, so $x_0=0$.

The choice $x=1/2$ is exact for $l=1$. A neutral solute has no $l=0$ term, and its lowest term is in general the dipole, so $x=1/2$ treats the lowest term correctly. This term need not be the largest in the energy. For charges $+1$ and $-1$ at $z=2.8$ and $2.6$ bohr in a sphere with $R=4$ bohr, it carries only $11\%$ of the conductor energy, and $x=1/2$ overestimates $|E|$ by $9.8\%$ at $\varepsilon=2$.

For a single $l$, the ratio of the COSMO energy to the exact one is $(\varepsilon+x_l)/(\varepsilon+x)$, so the relative error is
\begin{equation}
\frac{\varepsilon+x_l}{\varepsilon+x}-1=\frac{x_l-x}{\varepsilon+x}.
\label{err}
\end{equation}
It is of order $1/\varepsilon$, which is why the choice matters little in a strongly polar solvent and much in a weakly polar one. With $x=0$ every term with $l\ge1$ is too strong. With $x=1/2$ the terms with $l\ge2$ are too strong, while the $l=0$ term of an ion is too weak. At $\varepsilon=2$ an ion of charge $+1$ should induce a total surface charge of $-0.5$; the choice $x=1/2$ gives $-0.4$. At $\varepsilon=80$ the two values are $-0.9875$ and $-0.9814$.

\subsection{Energies of the two solutes}

For charges $q_i$ at positions $z_i$ on an axis, define $M_l=\sum_iq_iz_i^l$. On the surface $\Phi_l=M_lR^{-(l+1)}P_l(\cos\theta)$. By (\ref{layer}) and (\ref{result}), the potential of $\sigma$ inside is $-f_l\Phi_l(r/R)^l$ for each $l$, which on the axis becomes
\begin{equation}
V(z)=-\sum_lf_l\,\frac{M_l\,z^l}{R^{2l+1}} .
\end{equation}
The response is linear: $V$ grows in proportion to the solute charge as that charge is built up, so the work is half the final interaction. The polarisation energy is
\begin{equation}
E=\frac12\sum_iq_iV(z_i)=-\frac12\sum_lf_l\,\frac{M_l^2}{R^{2l+1}} .
\label{energy}
\end{equation}
Setting $f_l=1$ gives the conductor energy $E^{\rm c}=\sum_lE^{\rm c}_l$, and COSMO gives $E^{\rm c}(\varepsilon-1)/(\varepsilon+x)$.

Solute A has $M_l=2^l$, so
\begin{equation}
E_l^{\rm c}=-\frac12\cdot\frac{4^l}{4^{2l+1}}=-\frac18\,4^{-l}.
\end{equation}
The first terms are $-0.125000$, $-0.031250$ and $-0.007812$ hartree, and the geometric series sums to $E^{\rm c}=-0.166667$ hartree. The charge at the centre of solute B changes $M_0$ from $1$ to $0$ and leaves every other moment as it was. Hence $E^{\rm c}=-0.166667+0.125000=-0.041667$ hartree for B.

For A at $\varepsilon=2$ the factors are $f_0=0.5$, $f_1=0.4$ and $f_2=0.375$. The first three terms of (\ref{energy}) give
\begin{equation}
-(0.06250+0.01250+0.00293)=-0.07793\ \text{hartree},
\end{equation}
and the full sum is $-0.07887$ hartree. COSMO gives $0.5\times(-0.166667)=-0.08333$ hartree for $x=0$ and $0.4\times(-0.166667)=-0.06667$ hartree for $x=1/2$.

The table lists all four cases. Errors are in $|E|$, relative to the exact energy of this model. The last column is the value $x_{\rm eff}$ with which COSMO would reproduce the exact energy.

\begin{center}
\begin{tabular}{lrcrrc}
 & $\varepsilon$ & $E$ (hartree) & $x=0$ & $x=\frac12$ & $x_{\rm eff}$\\
\hline
A & 2 & $-0.07887$ & $+5.7\%$ & $-15.5\%$ & 0.113\\
A & 80 & $-0.16430$ & $+0.17\%$ & $-0.45\%$ & 0.136\\
B & 2 & $-0.01637$ & $+27.3\%$ & $+1.8\%$ & 0.545\\
B & 80 & $-0.04087$ & $+0.68\%$ & $+0.06\%$ & 0.548
\end{tabular}
\end{center}

In electronvolts the exact energies are, from top to bottom, $-2.146$, $-4.471$, $-0.445$ and $-1.112$.

Of these two solutes, the ion A favours $x=0$ and the neutral solute B favours $x=1/2$. For an ion this depends on where the charge sits. With the charge at $z=2.8$ bohr and $\varepsilon=2$, the higher multipoles weigh more, and the errors are $+12.8\%$ for $x=0$ and $-9.7\%$ for $x=1/2$. Neither choice is exact here, because both solutes contain higher multipoles. In A, the terms with $l\ge1$ make up $0.041667/0.166667$, a quarter, of the conductor energy, and $x=0$ makes all of them too strong. In B, the dipole term is exact with $x=1/2$, and the error of $1.8\%$ comes from $l\ge2$.

For any neutral solute in this spherical model, the error with $x=1/2$ has a bound. All terms of (\ref{energy}) have the same sign, and $\tfrac12\le x_l<1$ for $l\ge1$. The excess in $|E|$ therefore lies between zero and $(\varepsilon+1)/(\varepsilon+\tfrac12)-1$, which is $20\%$ at $\varepsilon=2$ and $0.62\%$ at $\varepsilon=80$. Solute B stays far below this bound for two reasons. Three quarters of its conductor energy is dipolar and carries no error. The rest is dominated by low $l$, where $x_l$ is still well below $1$: at $\varepsilon=2$ the terms with $l\ge2$ taken alone have an excess of $7.6\%$.

\section{Two variations}

\subsection{Total charge on a cavity of another shape}

\textit{Show that $x=0$ gives the correct total apparent charge for any smooth closed cavity that contains the whole solute charge $Q$.}

Close to a smooth surface the layer looks like a flat sheet, whose own field gives the terms $\mp2\pi\sigma$ in (\ref{jump}). The remaining charge gives $D^*\sigma$ on both sides. Equation (\ref{field}) therefore holds for this cavity too, although $D=-S/(2R)$ does not. Integrate (\ref{field}) over the surface. Exchanging the order of integration,
\begin{equation}
\oint D^*\sigma\,dS=\oint\sigma\,(D1)\,dS=-2\pi Q_\sigma ,
\end{equation}
where $Q_\sigma=\oint\sigma\,dS$. Here $D1$ is minus the solid angle under which the closed surface is seen from one of its own points. At a smooth point this is half of all directions, $2\pi$. A numerical test on an ellipsoid with three unequal axes gives $D1=-6.28319$.

By Gauss's law $\oint\partial_n\Phi\,dS=-4\pi Q$, so
\begin{equation}
\Big[2\pi\frac{\varepsilon+1}{\varepsilon-1}+2\pi\Big]Q_\sigma=\frac{4\pi\varepsilon}{\varepsilon-1}Q_\sigma=-4\pi Q,
\end{equation}
and $Q_\sigma=-\frac{\varepsilon-1}{\varepsilon}Q$. The field outside the conductor's surface charge is zero, so the conductor carries $-Q$. The ratio is $(\varepsilon-1)/\varepsilon$, which is COSMO with $x=0$. This fixes the total charge only, not its distribution over the surface. For $Q\ne0$, any other $x$ gives the wrong total.

\subsection{The effective $x$ at large $\varepsilon$}

\textit{For a given solute in the sphere, to what value does $x_{\rm eff}$ tend as $\varepsilon\to\infty$?}

Let $w_l=E_l^{\rm c}/E^{\rm c}$. These weights are not negative and sum to one. Equating the COSMO energy to (\ref{energy}) and dividing by $(\varepsilon-1)E^{\rm c}$,
\begin{equation}
\frac1{\varepsilon+x_{\rm eff}}=\sum_l\frac{w_l}{\varepsilon+x_l}.
\end{equation}
Expand both sides with $1/(\varepsilon+x)=1/\varepsilon-x/\varepsilon^2+O(\varepsilon^{-3})$. The terms $1/\varepsilon$ cancel, and the next order gives
\begin{equation}
x_{\rm eff}=\sum_lw_lx_l+O(1/\varepsilon).
\end{equation}
The limit is the mean of $x_l$, weighted by the conductor energy. For solute A the terms $l=1$ to $4$ give
\begin{equation}
\frac{0.01563+0.00521+0.00146+0.00039}{0.16667}=0.136 ,
\end{equation}
and the omitted terms add less than $0.001$, since they carry less than that fraction of the energy. The full sum has a closed form: $w_l=\tfrac34\,4^{-l}$, $x_l=1-1/(l+1)$ and $\sum_lt^l/(l+1)=-\ln(1-t)/t$ at $t=\tfrac14$ give the limit $1-3\ln\tfrac43=0.137$. The value found at $\varepsilon=80$ is $0.136$, and at $\varepsilon=2$ it is $0.113$. For a single $l$, $x_{\rm eff}$ equals $x_l$. When more than one $l$ is present, it lies below the mean at any finite $\varepsilon$, because $1/(\varepsilon+x)$ is a convex function of $x$: the average of the function exceeds the function of the average, which requires a smaller $x_{\rm eff}$.

\section*{Computed results}
\begin{verbatim}
Cavity radius R = 4.0 bohr; charge offset = 2.0 bohr
Solute A: +1 e at the offset; B: A plus -1 e at the centre
Quadrature eigenvalues: S in bohr, D dimensionless
l=0: S=50.26548  D=-6.28319  x_l=0.0000
l=1: S=16.75516  D=-2.09440  x_l=0.5000
l=2: S=10.05310  D=-1.25664  x_l=0.6667
l=3: S=7.18078  D=-0.89760  x_l=0.7500
l=4: S=5.58505  D=-0.69813  x_l=0.8000
Scaling factor f_l (dimensionless): formula / radial solver
eps=2 l=0: 0.50000 / 0.50000
eps=2 l=1: 0.40000 / 0.40000
eps=2 l=2: 0.37500 / 0.37500
eps=2 l=3: 0.36364 / 0.36364
eps=2 l=4: 0.35714 / 0.35715
eps=80 l=0: 0.98750 / 0.98750
eps=80 l=1: 0.98137 / 0.98137
eps=80 l=2: 0.97934 / 0.97934
eps=80 l=3: 0.97833 / 0.97833
eps=80 l=4: 0.97772 / 0.97772
D acting on 1, spheroid-like cavity = -6.28319 (-2 pi = -6.28319)
Conductor energy of solute A by l (hartree)
l=0..4: -0.125000 -0.031250 -0.007812 -0.001953 -0.000488
Conductor energy, solute A = -0.166667 hartree
Conductor energy, solute B = -0.041667 hartree
Solute A, eps=2: exact E = -0.078872 hartree = -2.1462 eV
  COSMO x=0: -0.083333 hartree, error in |E| +5.657 %
  COSMO x=1/2: -0.066667 hartree, error in |E| -15.474 %
  effective x = 0.1131
Solute A, eps=80: exact E = -0.164304 hartree = -4.4709 eV
  COSMO x=0: -0.164583 hartree, error in |E| +0.170 %
  COSMO x=1/2: -0.163561 hartree, error in |E| -0.452 %
  effective x = 0.1362
Solute B, eps=2: exact E = -0.016372 hartree = -0.4455 eV
  COSMO x=0: -0.020833 hartree, error in |E| +27.253 %
  COSMO x=1/2: -0.016667 hartree, error in |E| +1.802 %
  effective x = 0.5451
Solute B, eps=80: exact E = -0.040866 hartree = -1.1120 eV
  COSMO x=0: -0.041146 hartree, error in |E| +0.685 %
  COSMO x=1/2: -0.040890 hartree, error in |E| +0.059 %
  effective x = 0.5477
Total apparent charge for Q=+1 e, eps=2: x=0 -0.50000 e, x=1/2 -0.40000 e
Upper bound on x=1/2 excess, neutral solute, eps=2: 20.000 %
Total apparent charge for Q=+1 e, eps=80: x=0 -0.98750 e, x=1/2 -0.98137 e
Upper bound on x=1/2 excess, neutral solute, eps=80: 0.621 %
\end{verbatim}
